# Large-Order Growth of Quartic-Oscillator Perturbation Coefficients from the Bounce

The anharmonic oscillator

\[
H(g)=\tfrac12p^2+\tfrac12x^2+g\,x^4,\qquad \hbar=m=\omega=1,
\]

has a ground-state energy with the perturbation series \(E(g)\sim\frac12+\sum_{n\ge1}a_ng^n\) as \(g\to0^+\). Energies are in units of \(\hbar\omega\). For a quartic term \(Gx^4\) in ordinary units, \(g=G\hbar/(m^2\omega^3)\). The problem is to find how \(a_n\) behaves for large \(n\), using the fact that at \(g=-\lambda<0\) the ground state can tunnel out of its well.

## (a) Continuation to negative coupling

**Show that, for small \(|g|\), \(E(g)\) is analytic in a disk cut along the negative axis and has limits on both edges of the cut. Find the sign of \(\operatorname{Im}E\) above the cut.**

**Solution.** Let \(g=|g|e^{i\theta}\) with \(0\le\theta\le\pi\), and put \(x=e^{-i\theta/8}y\). Then \(p_x=e^{i\theta/8}p_y\), and

\[
H=\tfrac12e^{i\theta/4}p_y^2+\tfrac12e^{-i\theta/4}y^2+|g|e^{i\theta/2}y^4 .
\]

Since \(\cos(\theta/4)\ge1/\sqrt2\) and \(\cos(\theta/2)\ge0\),

\[
\operatorname{Re}\langle u,Hu\rangle\ \ge\ \frac{1}{2\sqrt2}\,\langle u,(p_y^2+y^2)u\rangle .
\]

If \(u=R_gf\) with \(R_g=(H+1)^{-1}\), this bounds both \(\|u\|\) and \(\langle p_y^2+y^2\rangle_u\) in terms of \(\|f\|\), uniformly in \(g\). Let \(P\) project on the first \(N\) Hermite functions. On the remaining ones \(p_y^2+y^2\ge2N+1\), so \(\|(1-P)R_g\|\le C/\sqrt N\). The adjoint obeys the same bound, which gives \(\|R_g(1-P)\|\le C/\sqrt N\). On the finite-dimensional part,

\[
(R_g-R_0)f=-|g|e^{i\theta/2}R_g\,y^4R_0f\to0,
\]

because \(R_0f\) decays rapidly when \(f\) is a Hermite function. Hence \(R_g\to R_0\) in norm as \(|g|\to0\), uniformly in \(\theta\).

At \(g=0\) the rotated oscillator still has the simple eigenvalues \(k+\frac12\): its eigenfunctions are the usual ones at \(x=e^{-i\theta/8}y\), and they remain normalizable. Norm convergence therefore leaves exactly one eigenvalue near \(\frac12\) for small \(|g|\). A fixed rotation serves a whole range of \(\theta\), within which \(H\) is linear in \(g\) and the simple eigenvalue is analytic. Neighbouring rotations describe the same decaying solution and give the same eigenvalue. At \(\theta=\pi\) the three coefficients have arguments \(\pi/4\), \(-\pi/4\) and \(\pi/2\). These lie inside a common half-plane, so the continuation passes smoothly through the upper edge. Since \(H\) has real coefficients for real \(g\), \(E(g^*)=E(g)^*\), which covers the lower half.

The series also holds up to the edges. The perturbative state through order \(N\) satisfies \((H-E_N)\phi_N=O(|g|^{N+1})\), and near a simple eigenvalue the resolvent is bounded by \(C/|E_N-E|\). Therefore \(E-E_N=O(|g|^{N+1})\). As the \(a_n\) are real, \(\operatorname{Im}E(-\lambda+i0)\) vanishes faster than any power of \(\lambda\).

For \(0<\theta<\pi\) the eigenfunction also decays on the real \(x\) axis. The imaginary part of \(\langle\psi,H\psi\rangle=E\langle\psi,\psi\rangle\) is then

\[
\operatorname{Im}E=\operatorname{Im}g\,\langle x^4\rangle>0 ,
\]

so \(\operatorname{Im}E(-\lambda+i0)\ge0\) in the limit. On the lower edge \(\sqrt g=-i\sqrt\lambda\), and the decaying solution \(\exp(-\sqrt{2g}\,x^3/3)\) becomes \(\exp(+i\sqrt{2\lambda}\,x^3/3)\), an outgoing wave for \(x>0\). There \(\operatorname{Im}E\le0\), and the probability in the well falls as \(e^{-\Gamma t}\) with \(\Gamma=2|\operatorname{Im}E|\).

## (b) Coefficients as moments of the decay rate

**Express \(a_n\) through \(\operatorname{Im}E\) on the cut.**

**Solution.** Apply Cauchy's formula in the cut disk \(|g|<R\), with \(R\) small enough for part (a). The counterclockwise contour follows the circle, runs along the upper edge from \(-R\) to 0, and returns along the lower edge. A small circle about the origin gives nothing, since \(E\) is bounded there. With \(E(g'+i0)-E(g'-i0)=2i\operatorname{Im}E(g'+i0)\),

\[
E(g)=\frac1{2\pi i}\oint_{|g'|=R}\frac{E(g')}{g'-g}\,dg'
+\frac1\pi\int_{-R}^0\frac{\operatorname{Im}E(g'+i0)}{g'-g}\,dg' .
\]

Now take \(g>0\) and expand

\[
\frac1{g'-g}=\sum_{k=0}^N\frac{g^k}{g'^{\,k+1}}+\frac{g^{N+1}}{g'^{\,N+1}(g'-g)} .
\]

On the cut \(|g'-g|\ge|g'|\), so the remainder is at most \(g^{N+1}\) times \(\frac1\pi\int\operatorname{Im}E\,|g'|^{-N-2}\,d|g'|\). This is finite because \(\operatorname{Im}E\) vanishes faster than any power. The coefficients of an asymptotic series are unique. With \(g'=-\lambda\),

\[
a_n=\frac1{2\pi i}\oint_{|g|=R}\frac{E(g)}{g^{n+1}}\,dg
+\frac{(-1)^{n+1}}\pi\int_0^R\frac{\operatorname{Im}E(-\lambda+i0)}{\lambda^{n+1}}\,d\lambda .
\]

If \(|E|\le M\) on the circle, the first term is at most \(MR^{-n}\). Neither the behaviour of \(E\) at large \(g\) nor its analyticity far from the origin is needed.

## (c) The tunnelling path

**Find the saddle point of the Euclidean path integral that governs the decay, and its action.**

**Solution.** The partition function is

\[
Z(T)=\sum_ke^{-E_kT}=\int\!Dx\,e^{-S[x]},\qquad
S=\int\!d\tau\left(\tfrac12\dot x^2+V\right),
\]

over paths of period \(T\), with \(V=\frac12x^2-\lambda x^4\). Setting \(x=\xi/\sqrt\lambda\) gives \(S=\lambda^{-1}\int(\frac12\dot\xi^2+\frac12\xi^2-\xi^4)d\tau\). Thus \(\lambda\) plays the part of \(\hbar\), and corrections to a saddle-point result form a series in powers of \(\lambda\).

A saddle satisfies \(\ddot x=V'(x)=x-4\lambda x^3\). For \(T\to\infty\) a path that starts and ends at rest at \(x=0\) has \(\frac12\dot x^2-V=0\), or \(\dot x^2=x^2-2\lambda x^4\). Try \(x=A\operatorname{sech}(\tau-\tau_0)\). Then \(\dot x=-x\tanh(\tau-\tau_0)\) and \(\dot x^2=x^2-x^4/A^2\), so \(A^2=1/(2\lambda)\):

\[
x_b(\tau)=\pm\frac{\operatorname{sech}(\tau-\tau_0)}{\sqrt{2\lambda}} .
\]

There are two such bounces, one on each side. Since \(V=\frac12\dot x^2\) on the path, and the path runs out and back,

\[
S_b=\int\dot x_b^2\,d\tau=2\int_0^A x\sqrt{1-2\lambda x^2}\,dx
=\frac1{2\lambda}\int_0^1\sqrt w\,dw=\frac1{3\lambda},
\]

with \(w=1-2\lambda x^2\). At \(\lambda=0.02\) the turning point is \(1/\sqrt{0.04}=5\) and the action is \(1/0.06=16.667\). Integrating the equation of motion numerically from that turning point gives the same action to the digits shown.

## (d) The share of the Gaussian integral

**The bounce has an unstable direction. Use \(I(g)=\int_{-\infty}^\infty e^{-f(x)}dx\), \(f=\frac12x^2+gx^4\), to find what such a saddle contributes to the imaginary part.**

**Solution.** To keep \(gx^4\) positive at infinity while \(g\) turns to \(\lambda e^{\pm i\pi}\), the ends of the contour must turn by \(\mp\pi/4\). Call the two contours \(C_\pm\). In \(C_+-C_-\) the contributions of the origin cancel. What remains on the right is a path from \(e^{i\pi/4}\infty\) down to \(e^{-i\pi/4}\infty\), and on the left a path that also runs downward.

Each path can be drawn through a saddle. From \(f'=x-4\lambda x^3=0\) follow \(x_0^2=1/(4\lambda)\), \(f(x_0)=1/(8\lambda)-1/(16\lambda)=1/(16\lambda)\) and \(f''(x_0)=1-12\lambda x_0^2=-2\). With \(x=\pm x_0-is\), each path gives

\[
-i\,e^{-1/(16\lambda)}\int_{-\infty}^\infty e^{-s^2}ds=-i\sqrt\pi\,e^{-1/(16\lambda)} .
\]

The difference of the integrals is \(2i\operatorname{Im}I(-\lambda+i0)\), so

\[
\operatorname{Im}I(-\lambda+i0)\simeq-\sqrt\pi\,e^{-1/(16\lambda)} .
\]

A full Gaussian from each saddle belongs to the discontinuity; the imaginary part on one edge receives half of it. Quadrature along a rotated line gives 0.9861 of this formula at \(\lambda=0.005\) and 0.9928 at \(\lambda=0.0025\). The deficit nearly halves with \(\lambda\), as a correction of order \(\lambda\) should.

In the path integral, the amplitude of the unstable mode takes the place of \(x-x_0\), and all other nonzero modes have ordinary Gaussian integrals. Carrying the rule over is a semiclassical step, not a rigorous proof; part (g) checks its result against direct eigenvalues.

## (e) Fluctuations and the width

**Find \(\operatorname{Im}E(-\lambda+i0)\) with its prefactor, to leading order in \(\lambda\).**

**Solution.** Write \(x=x_b+\sum_kc_k\eta_k\) with normalized modes of

\[
M=-\partial_\tau^2+V''(x_b)=-\partial_\tau^2+1-6\operatorname{sech}^2\tau,
\]

and measure \(\prod_kdc_k/\sqrt{2\pi}\). A mode of eigenvalue \(\epsilon_k\) contributes \(|\epsilon_k|^{-1/2}\). The exception is \(\eta=\dot x_b/\sqrt{S_b}\), which has eigenvalue zero because shifting \(\tau_0\) costs no action. A shift \(d\tau_0\) changes the path by \(-\dot x_b\,d\tau_0\), so \(|dc|=\sqrt{S_b}\,d\tau_0\), and this mode gives \(T\sqrt{S_b/2\pi}\).

Let \(\det{}'\) omit the zero eigenvalue and let \(\det_0\) belong to \(-\partial_\tau^2+1\), which describes paths near \(x=0\) and gives \(Z\simeq e^{-T/2}\). By part (d) the two bounces produce

\[
|Z_+-Z_-|=2\,e^{-T/2}\,T\,K\,e^{-S_b},\qquad
K=\sqrt{\frac{S_b}{2\pi}}\left|\frac{\det{}'}{\det_0}\right|^{-1/2}.
\]

On the other side, \(Z_\pm\simeq e^{-E_\pm T}\) at large \(T\). The limit \(\lambda\to0\) is taken first, so that \(T|E_\pm-\frac12|\) is small, and \(|Z_+-Z_-|\simeq2T\,|\operatorname{Im}E|\,e^{-T/2}\). Hence \(|\operatorname{Im}E|=Ke^{-S_b}\), and part (a) fixes the sign as positive above the cut.

For the determinant, replace the constant 1 in both operators by \(\kappa^2\). With \(t=\tanh\tau\), the function

\[
\chi=e^{-\kappa\tau}q,\qquad q=3t^2+3\kappa t+\kappa^2-1,
\]

solves \(-\chi''-6\operatorname{sech}^2\!\tau\,\chi=-\kappa^2\chi\). This equation requires \(q''-2\kappa q'+6\operatorname{sech}^2\!\tau\,q=0\). Divided by \(\operatorname{sech}^2\tau\), the three terms are

\[
(6-18t^2-6\kappa t)+(-12\kappa t-6\kappa^2)+(18t^2+18\kappa t+6\kappa^2-6)=0 .
\]

Since \(q\to(\kappa+1)(\kappa+2)\) on the right and \(q\to(\kappa-1)(\kappa-2)\) on the left, the solution normalized to \(e^{-\kappa\tau}\) on the right grows toward the left as \(D\,e^{-\kappa\tau}\), with

\[
D(\kappa)=\frac{(\kappa-1)(\kappa-2)}{(\kappa+1)(\kappa+2)} .
\]

This \(D\) is the determinant ratio. In a long box, take the solution that vanishes at one end with unit slope. Its value at the other end is zero just when \(-\kappa^2\) is an eigenvalue of the operator without the constant. The quotient of this end value by the free one thus has the same zeros and poles in \(\kappa^2\) as the determinant ratio, and both tend to 1 for large \(|\kappa^2|\) in any direction away from the negative \(\kappa^2\) axis, along which the zeros and poles continue without end. For a long box the quotient tends to \(D\). Periodic ends give the same limit, since the growing solution dominates there too.

The zero at \(\kappa=2\) is the unstable mode of \(M\), with eigenvalue \(1-4=-3\); the zero at \(\kappa=1\) is the shift mode. Put \(\kappa^2=1+\mu\). The shift mode then contributes the factor \(\mu=(\kappa-1)(\kappa+1)\), which is divided out:

\[
\frac{\det{}'}{\det_0}=\lim_{\kappa\to1}\frac{\kappa-2}{(\kappa+1)^2(\kappa+2)}=-\frac1{12}.
\]

Finite-difference operators give lowest eigenvalues \(-3.0000\), \(0.0000\) and 1.0223, the last being the start of the continuum in a finite box, and a ratio of \(-0.08334\) against \(-1/12=-0.08333\). Therefore \(K=\sqrt{12/(6\pi\lambda)}\), and

\[
\operatorname{Im}E(-\lambda+i0)=\sqrt{\frac{2}{\pi\lambda}}\;e^{-1/(3\lambda)}\,[1+O(\lambda)] .
\]

The formula needs \(S_b\gg1\). The barrier top lies at \(1/(16\lambda)\), which falls to the zero-point energy \(\frac12\) at \(\lambda=1/8\); near that coupling the formula is no longer a useful estimate. The level itself drops as \(\lambda\) grows: at \(\lambda=1/8\) its real part is 0.383, still under the barrier, and it reaches the top only near \(\lambda\approx0.17\). At \(\lambda=1/8\) the true width is 0.45 of the bounce value, and the lifetime, about \(7/\omega\), is roughly one period of oscillation.

## (f) The growth law

**Find the leading behaviour of \(a_n\) for \(n\to\infty\), and state what it implies for the use of the series.**

**Solution.** Insert the width into part (b) and extend the integral to infinity. The added piece is at most a constant times \(\int_R^\infty\lambda^{-n-3/2}d\lambda=R^{-n-1/2}/(n+\frac12)\), comparable with the circle term. With \(t=1/(3\lambda)\) and \(|d\lambda|=dt/(3t^2)\),

\[
\int_0^\infty\frac{e^{-1/(3\lambda)}}{\lambda^{n+3/2}}\,d\lambda
=\int_0^\infty(3t)^{n+3/2}e^{-t}\frac{dt}{3t^2}
=3^{n+1/2}\,\Gamma(n+\tfrac12).
\]

The constants combine as \(\frac1\pi\sqrt{2/\pi}\,\sqrt3=\sqrt{6/\pi^3}\), so

\[
a_n=(-1)^{n+1}\sqrt{\frac6{\pi^3}}\;3^n\,\Gamma(n+\tfrac12)\left[1+O(1/n)\right].
\]

The factorial outgrows \(R^{-n}\) for every fixed \(R\), which justifies dropping the circle. The integrand peaks where \((n+\frac32)/\lambda=1/(3\lambda^2)\), at \(\lambda=1/[3(n+\frac32)]\): 0.0290 for \(n=10\) and 0.0065 for \(n=50\). High orders thus probe ever weaker coupling, where the bounce formula improves. If the relative correction to the width is \(-c\lambda\), it lowers the power of \(1/\lambda\) by one and changes \(a_n\) by the relative amount

\[
-c\,\frac{3^{n-1/2}\Gamma(n-\frac12)}{3^{n+1/2}\Gamma(n+\frac12)}=-\frac{c}{3(n-\frac12)} .
\]

The signs alternate because the cut lies at negative \(g\). The factor \(3^n\) depends on the definition of \(g\): for a quartic term \(\frac14g'x^4\) one has \(g=g'/4\), and \(3^n\) becomes \((3/4)^n\).

The radius of convergence is zero. At small \(g>0\) the ratio of successive terms has size about \(3g(n+\frac12)\), so the terms shrink until \(n\approx1/(3g)\) and then grow. At that order \(\Gamma(n+\frac12)\simeq\sqrt{2\pi}\,n^ne^{-n}\) and \((3g)^n=n^{-n}\), and the smallest term is about

\[
\sqrt{\frac6{\pi^3}}\,\sqrt{2\pi}\;e^{-n}=\frac{2\sqrt3}{\pi}\,e^{-1/(3g)} .
\]

Its exponential is the tunnelling factor at the opposite coupling \(-g\).

## (g) Numerical comparison

**Compare the width, the dispersion relation and the growth law with direct calculations.**

**Solution.** At \(\lambda=0.02\) the prefactor is \(\sqrt{2/(0.02\pi)}=5.642\), and the bounce formula gives \(5.642\,e^{-16.667}=3.260\times10^{-7}\). Diagonalization of the rotated Hamiltonian gives \(2.983\times10^{-7}\), a ratio of 0.915. The decay rate from diagonalization is \(5.97\times10^{-7}\,\omega\), a lifetime of about \(1.7\times10^6/\omega\). At \(\lambda=0.04\) the ratio has dropped to 0.805.

At weaker coupling, 60-digit arithmetic resolves the width. The ratio is 0.967535 at \(\lambda=0.008\) and 0.983975 at \(\lambda=0.004\). Extrapolation from five couplings to \(\lambda=0\) gives 1.00000, which supports the prefactor, including the factor one half. The same data give \(c=3.958\).

The dispersion relation can be tested without any asymptotic formula, using computed energies on a circle of radius \(R=0.1\) and on the cut:

| \(n\) | circle | cut | \(a_n\) |
|---|---|---|---|
| 2 | \(-1.848\) | \(-0.777\) | \(-2.625\) |
| 5 | 441.0 | 3140.0 | 3581.0 |
| 8 | \(-2.358\times10^5\) | \(-3.1212\times10^7\) | \(-3.1448\times10^7\) |

The sums agree with \(a_n\) within the tested relative tolerance of \(10^{-4}\); the cut integral was started at \(\lambda=0.012\), below which the width is negligible at this accuracy. The circle supplies 70% of \(a_2\), 12% of \(a_5\) and 0.75% of \(a_8\), so the cut takes over quickly.

For \(n=5\) the growth law gives \(0.439897\times243\times52.343=5595\), while \(a_5=3581\): a ratio of 0.640. The ratio rises to 0.832 at \(n=10\), 0.973 at \(n=50\) and 0.9866 at \(n=100\). The law is therefore a poor estimate of the first few coefficients. Extrapolated in powers of \(1/n\), the ratio tends to 1 to nine decimals, with a first correction \(-c_1/n\), \(c_1=1.31944\). Part (f) predicts \(c_1=c/3\), and the independently computed widths give \(c/c_1=3.000\). The link between decay and perturbation theory thus holds for the first correction as well as for the leading term. The values compared in this part are listed in the numerical output.

## Computed values

```
Units: hbar = m = omega = 1, energies in hbar*omega
a_1 = 0.750000
a_2 = -2.625000
a_3 = 20.812500
a_4 = -241.289062
a_5 = 3580.980469
growth constant sqrt(6/pi^3) = 0.439897
n = 5: a_n = 3580.98, a_n/growth law = 0.640012
n = 10: a_n = -2.447894e+10, a_n/growth law = 0.831558
n = 25: a_n = 1.085523e+36, a_n/growth law = 0.943523
n = 50: a_n = -1.318042e+87, a_n/growth law = 0.972773
n = 100: a_n = -2.084875e+204, a_n/growth law = 0.986604
extrapolated ratio at infinite order = 1.000000000
coefficient c1 in ratio = 1 - c1/n: 1.31944
lambda = 0.02: turning point x = 5.0000
bounce action, integrated = 16.6667, 1/(3 lambda) = 16.6667
lowest fluctuation eigenvalues = -3.0000, -0.0000, 1.0223
det'/det0 on the grid = -0.08334, -1/12 = -0.08333
bounce prefactor from these numbers = 5.6418
ordinary integral, lambda = 0.005: Im/half-Gaussian = 0.9861
ordinary integral, lambda = 0.0025: Im/half-Gaussian = 0.9928
lambda = 0.02: Re E = 0.483726, Im E = 2.98265e-07, bounce = 3.25975e-07, ratio = 0.9150
lambda = 0.025: Re E = 0.479117, Im E = 7.28239e-06, bounce = 8.17291e-06, ratio = 0.8910
lambda = 0.03: Re E = 0.474165, Im E = 5.95576e-05, bounce = 6.88470e-05, ratio = 0.8651
lambda = 0.035: Re E = 0.468790, Im E = 2.60744e-04, bounce = 3.11722e-04, ratio = 0.8365
lambda = 0.04: Re E = 0.462971, Im E = 7.72011e-04, bounce = 9.58935e-04, ratio = 0.8051
decay rate 2|Im E| at lambda = 0.02: 5.9653e-07 omega
lambda = 0.004: Im E = 7.99259e-36, Im E/bounce = 0.983975
lambda = 0.005: Im E = 1.23218e-28, Im E/bounce = 0.979906
lambda = 0.006: Im E = 7.49477e-24, Im E/bounce = 0.975810
lambda = 0.007: Im E = 1.93298e-20, Im E/bounce = 0.971687
lambda = 0.008: Im E = 6.92561e-18, Im E/bounce = 0.967535
width ratio extrapolated to lambda = 0: 1.00000
coefficient c in width ratio = 1 - c lambda: 3.958
c/c1 = 3.000 (predicted 3)
dispersion relation with circle radius R = 0.1
n = 2: circle = -1.848, cut = -0.777003, sum = -2.625, a_n = -2.625
n = 5: circle = 440.979, cut = 3140, sum = 3580.98, a_n = 3580.98
n = 8: circle = -235800, cut = -3.12122e+07, sum = -3.1448e+07, a_n = -3.144821e+07
n = 10: moment integrand peaks at lambda = 0.02899
n = 50: moment integrand peaks at lambda = 0.00647
```
